# Interfacial antisymmetric exchange from a spin-frame rotation in a Rashba wire

**Q.** Ordinary exchange stiffness charges the same energy for a magnetization that turns left as for one that turns right. Antisymmetric exchange distinguishes the two. How can the first be the source of the second?

**A.** It can if "not turning" is judged in a spin frame that itself turns along the wire. Whether Rashba coupling supplies such a frame has to be settled from a Hamiltonian. Take a straight, infinite wire along \(x\), on an interface with normal \(\hat z\), and put \(\hat y=\hat z\times\hat x\). In Hartree atomic units, with the electron mass and \(\hbar\) equal to one, let each electron obey

\[
H=\frac{p^2}{2}+\alpha p\,\sigma_y-\Delta\,\mathbf m(x)\cdot\boldsymbol\sigma ,\qquad p=-i\partial_x .
\]

Here \(\alpha\) is the Rashba strength, \(2\Delta>0\) is the exchange splitting, and \(\mathbf m\) is a prescribed, static, smooth unit vector. The electrons do not interact with one another, and disorder and the crystal lattice are left out. The quantity wanted is their grand potential per length, \(w\), as a functional of \(\mathbf m\).

**Q.** The Rashba term contains the momentum. A rotation of spin acts on spin. Why should one remove the other?

**A.** Because a rotation that depends on position also shifts the momentum. Since \(p\) commutes with \(\sigma_y\) and \(\sigma_y^2=1\),

\[
(p+\alpha\sigma_y)^2=p^2+2\alpha p\sigma_y+\alpha^2
\quad\Rightarrow\quad
\frac{p^2}{2}+\alpha p\sigma_y=\frac{(p+\alpha\sigma_y)^2}{2}-\frac{\alpha^2}{2}.
\]

Now write the spinor as \(\psi=U\chi\) with \(U=e^{-i\alpha x\sigma_y}\). The product rule gives

\[
pU\chi=-i(-i\alpha\sigma_y)U\chi+Up\chi=-\alpha\sigma_yU\chi+Up\chi ,
\]

so \((p+\alpha\sigma_y)U\chi=Up\chi\). Applying this twice,

\[
U^\dagger HU=\frac{p^2}{2}-\frac{\alpha^2}{2}-\Delta\,U^\dagger(\mathbf m\cdot\boldsymbol\sigma)U .
\]

No power of \(\alpha\) has been dropped. In this wire the removal does not need weak coupling.

**Q.** Would the same trick work in a film?

**A.** Not as it stands. With motion along \(y\) as well, the Rashba term \(\alpha(p_x\sigma_y-p_y\sigma_x)\) shifts \(p_x\) by \(\alpha\sigma_y\) and \(p_y\) by \(-\alpha\sigma_x\). If one rotation turned both shifted momenta back into plain momenta, they would have to commute, as plain momenta do. Their commutator is instead

\[
[\alpha\sigma_y,-\alpha\sigma_x]=-\alpha^2[\sigma_y,\sigma_x]=2i\alpha^2\sigma_z .
\]

The obstruction is of second order in \(\alpha\). What follows is for the wire.

**Q.** You have moved the difficulty into the last term. What is \(U^\dagger(\mathbf m\cdot\boldsymbol\sigma)U\)?

**A.** Let \(\beta=\alpha x\) and \(\sigma_j(\beta)=e^{i\beta\sigma_y}\sigma_je^{-i\beta\sigma_y}\). From \([\sigma_y,\sigma_z]=2i\sigma_x\) and \([\sigma_y,\sigma_x]=-2i\sigma_z\),

\[
\frac{d\sigma_z(\beta)}{d\beta}=-2\sigma_x(\beta),\qquad
\frac{d\sigma_x(\beta)}{d\beta}=2\sigma_z(\beta).
\]

The solution that starts from the ordinary matrices at \(\beta=0\) is

\[
\sigma_z(\beta)=\sigma_z\cos2\beta-\sigma_x\sin2\beta,\qquad
\sigma_x(\beta)=\sigma_x\cos2\beta+\sigma_z\sin2\beta ,
\]

while \(\sigma_y\) is unchanged. Define \(Q=2\alpha\), so that \(2\beta=Qx\). Collecting the coefficients of \(\sigma_x,\sigma_y,\sigma_z\) gives \(U^\dagger(\mathbf m\cdot\boldsymbol\sigma)U=\tilde{\mathbf m}\cdot\boldsymbol\sigma\), with

\[
\begin{aligned}
\tilde m_x&=m_x\cos Qx-m_z\sin Qx,\\
\tilde m_y&=m_y,\\
\tilde m_z&=m_x\sin Qx+m_z\cos Qx .
\end{aligned}
\]

The factor two in \(Q\) is the ratio between the rotation angle of a vector and the phase in the spinor. With mass and \(\hbar\) restored, \(Q=2m_e\alpha/\hbar^2\).

As a check of the sense of rotation, take \(\mathbf m=(\sin\varphi,0,\cos\varphi)\). Then \(\tilde m_x=\sin(\varphi-Qx)\) and \(\tilde m_z=\cos(\varphi-Qx)\). A texture that turns at the rate \(\varphi'=Q\) looks uniform to the rotated electrons.

**Q.** And the constant \(-\alpha^2/2\)?

**A.** It lowers every level equally. I compare systems whose chemical potential is \(\mu\) without Rashba coupling and \(\mu-\alpha^2/2\) with it, so the occupations match and the constant drops out. Keeping the chemical potential at \(\mu\) instead would change the argument of the stiffness by \(\alpha^2/2\). Away from a band edge, that is a small correction of order \(\alpha^2\).

**Q.** The rotated problem still contains an arbitrary texture. Why should its energy be a simple stiffness?

**A.** In the rotated frame a constant rotation of \(\tilde{\mathbf m}\) can be undone by a constant rotation of the electron spin, so the energy cannot change. For a slowly varying texture I assume a local expansion in derivatives and list the scalars it may contain. With \(|\tilde{\mathbf m}|=1\), the candidates with one derivative vanish:

\[
\tilde{\mathbf m}\cdot\tilde{\mathbf m}'=\tfrac12(|\tilde{\mathbf m}|^2)'=0,\qquad
\tilde{\mathbf m}\cdot(\tilde{\mathbf m}\times\tilde{\mathbf m}')=0 .
\]

A Berry-phase term, linear in the gradient and invariant under rotation only up to a total derivative, is excluded too: the rotated Hamiltonian gives the same energy to a texture and to its reflection \(x\to-x\), so no term odd in the derivatives can appear. With two derivatives there are \(|\tilde{\mathbf m}'|^2\) and \(\tilde{\mathbf m}\cdot\tilde{\mathbf m}''\). Differentiating \(\tilde{\mathbf m}\cdot\tilde{\mathbf m}'=0\) shows that the latter equals \(-|\tilde{\mathbf m}'|^2\). One coefficient is left:

\[
w=\text{const}+A|\tilde{\mathbf m}'|^2+\text{higher derivatives}.
\]

This \(A\) is the stiffness of the same electrons with \(\alpha=0\), because the rotated Hamiltonian is the one without Rashba coupling. Weakness enters here: a uniform \(\mathbf m\) in the \(xz\) plane becomes a \(\tilde{\mathbf m}\) that turns at the rate \(Q\), and this must be slow for the expansion to serve.

**Q.** Then return to the laboratory frame, with the signs visible.

**A.** Differentiate the components and group the terms:

\[
\begin{aligned}
\tilde m_x'&=(m_x'-Qm_z)\cos Qx-(m_z'+Qm_x)\sin Qx,\\
\tilde m_z'&=(m_x'-Qm_z)\sin Qx+(m_z'+Qm_x)\cos Qx .
\end{aligned}
\]

When these are squared and added, the cross terms cancel and \(\cos^2+\sin^2=1\). Hence

\[
\begin{aligned}
|\tilde{\mathbf m}'|^2&=(m_x'-Qm_z)^2+m_y'^2+(m_z'+Qm_x)^2\\
&=|\mathbf m'|^2-2Q(m_zm_x'-m_xm_z')+Q^2(m_x^2+m_z^2).
\end{aligned}
\]

The middle bracket is \(\hat y\cdot(\mathbf m\times\mathbf m')\), and \(m_x^2+m_z^2=1-m_y^2\). Therefore, up to a constant,

\[
w=A|\mathbf m'|^2+D\,\hat y\cdot(\mathbf m\times\mathbf m')+K(1-m_y^2),
\]
\[
D=-2AQ=-4\alpha A,\qquad K=AQ^2 .
\]

The second term has the form of the interfacial antisymmetric exchange. Its axis \(\hat y\) is perpendicular to both the wire and the normal, so it acts on turning within the plane of those two directions. Reversing \(\alpha\) reverses \(D\). Some conventions put a minus sign in front of \(D\); the sign here belongs to the formula as written.

**Q.** The \(K\) term is of second order in a weak coupling. May I drop it?

**A.** Not when comparing states whose energies differ at that same order. For a spiral in the \(xz\) plane with \(\varphi'=q\), the three terms add to

\[
Aq^2-2AQq+AQ^2=A(q-Q)^2 .
\]

At \(q=Q\) this is zero, which is also the energy of uniform magnetization along \(\hat y\). Both are uniform in the rotated frame, so this model gives them equal energy. Without \(K\) the spiral would appear to lie lower by \(AQ^2\). If \(A>0\), selecting one state from this degenerate family needs another anisotropy, absent from the model.

**Q.** So far \(A\) is a letter. Can these electrons have a stiffness at all, and is it positive?

**A.** Set \(\alpha=0\) and impose \(\mathbf m=(\sin qx,0,\cos qx)\). The rotation \(V=e^{-iqx\sigma_y/2}\) makes this texture uniform along \(\hat z\) and replaces \(p\) by \(p-q\sigma_y/2\), by the same product rule as before. For wave number \(k\) the Hamiltonian is

\[
H_k=\frac{k^2}{2}+\frac{q^2}{8}-\frac{qk}{2}\sigma_y-\Delta\sigma_z .
\]

At \(q=0\) the majority band is \(k^2/2-\Delta\) and the minority band is \(k^2/2+\Delta\). The term in \(\sigma_y\) has no diagonal element in either. Its off-diagonal element has squared size \(q^2k^2/4\), and the bands are \(2\Delta\) apart. To order \(q^2\) the shifts are

\[
\delta\varepsilon_M=\frac{q^2}{8}-\frac{q^2k^2}{8\Delta},\qquad
\delta\varepsilon_m=\frac{q^2}{8}+\frac{q^2k^2}{8\Delta}.
\]

The derivative of the grand potential with respect to a level is its occupation \(f\). The shifts are already of order \(q^2\), so changes in occupation matter at order \(q^4\). With electron density \(n\), dividing by \(q^2\) gives

\[
A=\frac n8-\frac1{8\Delta}\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,k^2(f_M-f_m).
\]

The first term is the kinetic cost of making the spin follow the texture. The second is the energy regained because a moving electron's spin tilts away from \(\mathbf m\).

At zero temperature with only the majority band filled up to \(k_F\), we have \(n=k_F/\pi\), and the integral is \(k_F^3/(3\pi)\). Thus

\[
A=\frac{k_F}{8\pi}\left(1-\frac{k_F^2}{3\Delta}\right).
\]

The minority band stays empty for \(k_F^2<4\Delta\), but \(A\) is positive only for \(k_F^2<3\Delta\).

**Q.** I would trust \(D\) more if you found it without removing the Rashba term first.

**A.** Keep \(\alpha\) in the laboratory Hamiltonian and follow the spiral with \(V\). The Rashba term becomes \(\alpha(k-q\sigma_y/2)\sigma_y=\alpha k\sigma_y-\alpha q/2\), so

\[
H_k=\frac{k^2}{2}+\frac{q^2}{8}-\frac{\alpha q}{2}+\left(\alpha-\frac q2\right)k\sigma_y-\Delta\sigma_z .
\]

Second-order perturbation theory shifts the two bands by \(\mp(\alpha-q/2)^2k^2/(2\Delta)\). The part of this linear in \(q\) is \(\pm\alpha qk^2/(2\Delta)\), with the upper sign for the majority band. Adding the direct term \(-\alpha q/2\) and summing over occupied states gives the coefficient of \(q\):

\[
D=-\frac{\alpha n}{2}+\frac{\alpha}{2\Delta}\int\frac{dk}{2\pi}k^2(f_M-f_m)=-4\alpha A .
\]

In the limit of large \(\Delta\) at fixed density the second term vanishes, leaving \(A=n/8\) and \(D=-\alpha n/2\).

**Q.** Put in numbers.

**A.** Take round model values: \(k_F=0.3\ \text{bohr}^{-1}\), \(\Delta=0.1\) hartree and \(\alpha=0.01\) hartree bohr. Then \(k_F^2=0.09\) is below \(3\Delta=0.3\), and

\[
A=\frac{0.3}{8\pi}\left(1-\frac{0.09}{0.3}\right)=8.36\times10^{-3}\ \text{hartree bohr}.
\]

With \(Q=0.02\ \text{bohr}^{-1}\),

\[
D=-2(8.36\times10^{-3})(0.02)=-3.34\times10^{-4}\ \text{hartree},
\]

or \(-9.09\) meV, and \(K=AQ^2=3.34\times10^{-6}\) hartree/bohr. The preferred spiral has period \(2\pi/Q=314\) bohr, or 16.6 nm. Minimizing the energy of laboratory-frame spirals numerically gives \(q=0.0200\ \text{bohr}^{-1}\), as required.

Now suppose a further anisotropy is strong enough to hold the magnetization in the \(xz\) plane and makes \(\hat z\) the easy axis there, so that walls exist in which \(\varphi\) turns by \(\pm\pi\). The antisymmetric term integrates to \(\pm\pi D\). For mirror profiles the remaining terms are equal, so the chiralities differ by \(2\pi|D|=2.10\times10^{-3}\) hartree, or 57.1 meV, for this one wire. Since \(D<0\), the positive turn is favoured. The number assumes a wall wider than about \(1/k_F\), so that the derivative expansion holds; for these parameters a narrower wall has a smaller splitting.

**Q.** How weak is weak?

**A.** For spirals the last Hamiltonian gives a precise answer. Using \(q^2/8-\alpha q/2=(q-Q)^2/8-\alpha^2/2\) and \(\alpha-q/2=-(q-Q)/2\), it is the Hamiltonian without Rashba coupling, with \(q\) replaced by \(q-Q\) and all levels lowered by \(\alpha^2/2\). With the matched chemical potentials,

\[
w_\alpha(q)=w_0(q-Q).
\]

Rotating all spins by \(\pi\) about \(\hat z\) turns a spiral \(q\) into \(-q\), so \(w_0\) is even: \(w_0(q)=\text{const}+Aq^2+Bq^4+\dots\). The slope at \(q=0\) is then

\[
w_\alpha'(0)=-2AQ-4BQ^3+\dots=-2AQ\left(1+\frac{2BQ^2}{A}+\dots\right).
\]

The relative correction grows as \(\alpha^2\). Numerically, with \(A\) taken at the same low temperature, the slope exceeds \(-2AQ\) in size by 0.011% at \(\alpha=0.01\) and by 0.043% at \(\alpha=0.02\) hartree bohr. The growth factor is 3.98, close to the expected four. At \(\alpha=0.1\) hartree bohr the excess is still only 0.95%, although \(Q/k_F\) is then 0.67. That tolerance belongs to these parameters. The expansion asks for \(Q\ll k_F\) and \(\alpha k_F\ll\Delta\); at \(\alpha=0.01\) hartree bohr the two ratios are 0.067 and 0.03. Even when both are small, the relative correction \(2BQ^2/A\) can be large where \(A\) nearly vanishes, as it does near \(k_F^2=3\Delta\).

**Q.** Spirals are special. What about a texture that leaves the plane and turns unevenly?

**A.** The derivative expansion was an assumption, so it was tested on such textures. Two non-coplanar textures of opposite winding were placed on a ring of 600 bohr at \(k_BT=0.002\) hartree, and the laboratory Hamiltonian was diagonalized in plane waves, without the spin-frame rotation. Energies were measured from uniform magnetization along \(\hat y\). For winding \(+1\) both diagonalization and functional give \(5.424\times10^{-4}\) hartree; for winding \(-1\) both give \(4.121\times10^{-3}\) hartree. Uniform states along \(\hat z\) and \(\hat y\) test \(K\) separately: their difference gives \(3.335\times10^{-6}\) hartree/bohr, as does \(AQ^2\) at that temperature.

**Q.** A ring has boundary conditions. Your \(U\) need not return to itself after one circuit.

**A.** True, and in the rotated frame this appears as a twist in the boundary condition. The twist matters through the difference between a sum over allowed \(k\) and an integral. Poisson's formula writes that difference as Fourier components of the thermal integrand at multiples of the ring length \(L\). The nearest singularities of that integrand lie about \(\pi k_BT/v_F\) from the real \(k\) axis, so the leading component carries a factor

\[
e^{-\pi k_BTL/v_F}=e^{-\pi(0.002)(600)/0.3}\approx3\times10^{-6},
\]

where \(v_F=k_F\) in these units. The ring therefore stands in well for the infinite wire.

**Q.** In a real magnet much of the stiffness may come from other electrons. Do I insert the total stiffness into \(D=-2AQ\)?

**A.** No. Let electrons without Rashba coupling add \(A_0|\mathbf m'|^2\). That term is already written in the laboratory frame, and nothing rotates it. For a planar spiral

\[
w=A_0q^2+A(q-Q)^2,\qquad
\frac{dw}{dq}=2A_0q+2A(q-Q)=0 ,
\]

so, provided \(A+A_0>0\),

\[
q=\frac{A}{A+A_0}\,Q .
\]

\(D\) is unchanged while the total stiffness rises, so the period of the best spiral in the \(xz\) plane becomes longer. Inserting this \(q\) gives the energy \(AA_0Q^2/(A+A_0)\), measured from uniform magnetization along \(\hat y\). When \(A\) and \(A_0\) are both positive the uniform state therefore lies lower, and the spiral appears only if a further anisotropy keeps the magnetization in the \(xz\) plane. With \(A_0=0.02\) hartree bohr the formula gives \(q=0.00589\ \text{bohr}^{-1}\), and direct minimization agrees. Using the total stiffness in \(D\) would wrongly have left \(q\) at \(0.02\ \text{bohr}^{-1}\).

**Q.** What happens when both spin bands are filled?

**A.** At zero temperature let the majority and minority bands be filled to \(a>b>0\). Equal chemical potential requires \(a^2/2-\Delta=b^2/2+\Delta\), so \(\Delta=(a^2-b^2)/4\). The density is \((a+b)/\pi\), and the integral in \(A\) is \((a^3-b^3)/(3\pi)\). Thus

\[
\begin{aligned}
A&=\frac{a+b}{8\pi}-\frac{a^3-b^3}{6\pi(a^2-b^2)}
=\frac{a+b}{8\pi}-\frac{a^2+ab+b^2}{6\pi(a+b)}\\
&=\frac{3(a+b)^2-4(a^2+ab+b^2)}{24\pi(a+b)}
=-\frac{(a-b)^2}{24\pi(a+b)} .
\end{aligned}
\]

The stiffness is negative: these electrons alone do not support a uniform ferromagnet. The relation \(D=-2AQ\) survives, and \(D\) changes sign. For \(a=0.6\), \(b=0.4\ \text{bohr}^{-1}\) and \(\alpha=0.005\) hartree bohr, \(A=-5.31\times10^{-4}\) hartree bohr and \(D=+1.06\times10^{-5}\) hartree; the spiral energies confirm both. If other electrons supply enough \(A_0\) to make the total positive, the formula for \(q\) gives a spiral of the opposite handedness, for the same sign of \(\alpha\).

How slowly must the texture turn here? The shifts of single levels were found by taking the mixing \(qk/2\) to be small beside the band separation \(2\Delta=(a-b)(a+b)/2\). For \(k\) near \((a+b)/2\) this means \(q\ll2(a-b)\). The total energy is more tolerant, because where both bands are filled the two levels at the same \(k\) always add to \(k^2+q^2/4\), whatever the mixing. For small \(\Delta\) one can instead treat the exchange term itself to second order. With \(k_0=(a+b)/2\) and \(|q|<2k_0\), this gives at zero temperature

\[
\begin{aligned}
w_0(q)&=\text{const}-\frac{\Delta^2}{\pi q}\ln\frac{2k_0+q}{2k_0-q}\\
&=\text{const}-\frac{\Delta^2}{\pi k_0}\left(1+\frac{q^2}{12k_0^2}+\frac{q^4}{80k_0^4}+\dots\right).
\end{aligned}
\]

Since \(\Delta=(a-b)k_0/2\), the \(q^2\) term is the \(A\) found above. The next term is smaller by the factor \(3q^2/(20k_0^2)\). For small \(\Delta\) the condition on the energy is therefore \(q\ll a+b\), and \(Q\) must satisfy it too. If the minority band is barely filled, the power series fails earlier: the lowest minority level lies \(b^2/2\) below the chemical potential and rises by \(q^2/8\), so the band is empty at \(q=2b\). The harm is limited. For \(b\ll a\) that band supplies only about \(b/(8\pi)\) to \(A\), against \(|A|\approx a/(24\pi)\), so passing \(q=2b\) changes the energy and \(D\) by a fraction of about \(3b/a\). As the two Fermi wave numbers approach each other, \(A\) shrinks, but the range of the expansion does not.

**Q.** Then the sign of the Rashba coupling alone does not tell me which way the magnetization turns.

**A.** It does not. The coupling fixes the rotation of the spin frame, \(Q\). The stiffness of the electrons that feel it decides whether following that rotation saves or costs energy, and any other stiffness decides how far the magnetization follows. All of this is shown for non-interacting free electrons in a wire with a coupling linear in \(p\). At a real interface the lattice, several bands and other spin–orbit processes also contribute to \(D\), and there \(D=-2AQ\) describes at most the part carried by such Rashba electrons.

## Computed results

```
Fermi wave number kF = 0.300 1/bohr
Half exchange splitting Delta = 0.100 hartree
Rashba strength alpha = 0.010 hartree bohr
Chemical potential mu = -0.0550 hartree
Electron density n = 0.09549 1/bohr
Rotation wave number Q = 0.0200 1/bohr
Weakness ratio Q/kF = 0.0667
Weakness ratio alpha*kF/Delta = 0.0300
Stiffness A, zero temperature = 8.355635e-03 hartree bohr
Antisymmetric exchange D = -3.342254e-04 hartree
Antisymmetric exchange D = -9.0947 meV
Anisotropy K = 3.342254e-06 hartree/bohr
Spiral period = 314.159 bohr
Spiral period = 16.625 nm
Half-turn wall chirality splitting = 2.100000e-03 hartree
Half-turn wall splitting = 57.144 meV
Spiral-test temperature kT = 0.0005 hartree
A from spiral energies = 8.354487e-03 hartree bohr
D from spiral slope = -3.342153e-04 hartree
Best spiral wave number = 0.020000 1/bohr
Extra stiffness without Rashba = 0.0200 hartree bohr
Best wave number with extra = 0.005893 1/bohr
Formula with extra stiffness = 0.005893 1/bohr
alpha = 0.010 hartree bohr: D/(-2AQ) = 1.000108
alpha = 0.020 hartree bohr: D/(-2AQ) = 1.000429
alpha = 0.050 hartree bohr: D/(-2AQ) = 1.002616
alpha = 0.100 hartree bohr: D/(-2AQ) = 1.009507
Error growth on doubling alpha = 3.979
Two-band wave numbers = 0.60, 0.40 1/bohr
Two-band Delta = 0.0500 hartree
Two-band alpha = 0.0050 hartree bohr
Two-band A, formula = -5.30516e-04 hartree bohr
Two-band A, spirals = -5.30577e-04 hartree bohr
Two-band D, formula = 1.06103e-05 hartree
Two-band D, spirals = 1.06129e-05 hartree
Ring length = 600.0 bohr
Ring temperature kT = 0.0020 hartree
A at ring temperature = 8.337111e-03 hartree bohr
Ring winding +1: diagonalized = 5.424067e-04 hartree
Ring winding +1: functional = 5.423959e-04 hartree
Ring winding -1: diagonalized = 4.120533e-03 hartree
Ring winding -1: functional = 4.120543e-03 hartree
D from ring chirality difference = -3.334825e-04 hartree
D formula at ring temperature = -3.334844e-04 hartree
K from uniform ring states = 3.335018e-06 hartree/bohr
K formula at ring temperature = 3.334844e-06 hartree/bohr
```
